# A Conserving Energy Grid for Pauli-Blocked Remote-Phonon Scattering: test program

```python
"""
Result under test: on an energy grid whose step divides the phonon energy, the
Pauli-blocked polar-phonon collision operator conserves particle number for any
distribution, and the Fermi-Dirac function at the bath temperature is stationary.
A single phonon energy leaves independent ladders, each conserving its own number.

Symbols (atomic units inside the program):
  energy E, wavenumber k, E(1+alpha E) = k^2/(2 mass), one isotropic 2D subband
  dos       density of states per area, spin and valley
  phonon    energy of the remote interface phonon, occupation N at temperature temp
  strength  area times squared electron-phonon matrix element, function of q
  R0, R1    2 pi times the angular averages of strength and of strength*cos(theta)
  f         occupation of a state, between 0 and 1
Material parameters are rough typical values for a silicon channel under a
hafnium-oxide-like dielectric with a thin silicon-dioxide interlayer.
"""
import math
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ai_zeros, expit

HARTREE = pc['Hartree energy in eV'][0]
BOHR_NM = pc['Bohr radius'][0] * 1e9
TIME_PS = pc['atomic unit of time'][0] * 1e12
FIELD_MV_CM = pc['atomic unit of electric field'][0] * 1e-8
MOBILITY_UNIT = (pc['atomic unit of velocity'][0]
                 / pc['atomic unit of electric field'][0] * 1e4)
KB = pc['Boltzmann constant in eV/K'][0]

# ---------------- inputs ----------------
mass, mass_long, degeneracy = 0.19, 0.92, 4
alpha_ev = 0.5
alpha = alpha_ev * HARTREE
bath_K, hot_K = 300.0, 600.0
temp, hot_temp = bath_K * KB / HARTREE, hot_K * KB / HARTREE
density_cm2 = 5e12
density = density_cm2 * (BOHR_NM * 1e-7) ** 2
eps_si, eps_layer = 11.7, 3.9
eps_static, eps_mid, eps_fast = 22.0, 6.6, 5.0
to_soft, to_hard = 0.0125 / HARTREE, 0.048 / HARTREE
centroid, layer = 1.2 / BOHR_NM, 1.0 / BOHR_NM
distance = centroid + layer
steps = 8

phonon = to_soft * math.sqrt((eps_static + eps_si) / (eps_mid + eps_si))
phonon2 = to_hard * math.sqrt((eps_mid + eps_si) / (eps_fast + eps_si))
delta = 1 / (eps_si + eps_mid) - 1 / (eps_si + eps_static)
delta2 = 1 / (eps_si + eps_fast) - 1 / (eps_si + eps_mid)


def dos_of(E):
    return mass * (1 + 2 * alpha * E) / (2 * np.pi)


def wavenumber(E):
    return np.sqrt(2 * mass * E * (1 + alpha * E))


def energy_of(k):
    x = k ** 2 / (2 * mass)
    return 2 * x / (1 + np.sqrt(1 + 4 * alpha * x))


def fermi(E, mu, T):
    return expit(-(E - mu) / T)


def sheet_density(mu):
    return degeneracy * quad(lambda E: dos_of(E) * fermi(E, mu, temp),
                             0, 50 * temp, epsabs=0, epsrel=1e-10)[0]


mu = brentq(lambda x: sheet_density(x) - density, -10 * temp, 10 * temp)
compressibility = degeneracy * quad(
    lambda E: dos_of(E) * fermi(E, mu, temp) * (1 - fermi(E, mu, temp)) / temp,
    0, 50 * temp, epsabs=0, epsrel=1e-10)[0]
q_screen = 2 * np.pi * compressibility / eps_si


def bare(q):
    return 2 * np.pi * phonon * delta * np.exp(-2 * q * distance) / q


def screening(q):
    return (q / (q + q_screen)) ** 2


def screened(q):
    return bare(q) * screening(q)


def screened2(q):
    return (2 * np.pi * phonon2 * delta2 * np.exp(-2 * q * distance) / q
            * screening(q))


N_ANGLE = 1024
THETA = 2 * np.pi * np.arange(N_ANGLE) / N_ANGLE


def transfer(E1, E2):
    k1, k2 = wavenumber(E1)[:, None], wavenumber(E2)[:, None]
    return np.sqrt((k1 - k2) ** 2 + 4 * k1 * k2 * np.sin(THETA / 2) ** 2)


def angular_average(strength, E1, E2, order):
    return 2 * np.pi * np.mean(strength(transfer(E1, E2))
                               * np.cos(order * THETA), axis=1)


class CollisionGrid:
    """Energy grid; modes is a list of (shift in grid steps, strength)."""

    def __init__(self, modes, per_phonon=steps, n_phonons=30):
        self.step = phonon / per_phonon
        self.energy = (np.arange(per_phonon * n_phonons) + 0.5) * self.step
        self.dos = dos_of(self.energy)
        self.speed = (wavenumber(self.energy)
                      / (mass * (1 + 2 * alpha * self.energy)))
        self.links = []
        for shift, strength in modes:
            low, up = self.energy[:-shift], self.energy[shift:]
            N = 1 / np.expm1(shift * self.step / temp)
            self.links.append((shift, N, angular_average(strength, low, up, 0),
                               angular_average(strength, low, up, 1)))

    def collide(self, f):
        gain = np.zeros_like(f)
        for s, N, R0, _ in self.links:
            flux = self.dos[:-s] * self.dos[s:] * R0 * (
                (N + 1) * f[s:] * (1 - f[:-s]) - N * f[:-s] * (1 - f[s:]))
            gain[:-s] += flux
            gain[s:] -= flux
        return gain / self.dos

    def rate_bound(self):
        total = np.zeros_like(self.energy)
        for s, N, R0, _ in self.links:
            total[:-s] += (N + 1) * self.dos[s:] * R0
            total[s:] += (N + 1) * self.dos[:-s] * R0
        return total

    def odd_matrix(self, f):
        """Linearised operator acting on f1 in f + f1*cos(theta)."""
        L = np.zeros((f.size, f.size))
        for s, N, R0, R1 in self.links:
            i = np.arange(f.size - s)
            j = i + s
            a = (N + 1) * (1 - f[i]) + N * f[i]
            b = (N + 1) * f[j] + N * (1 - f[j])
            L[i, j] += self.dos[j] * R1 * a
            L[i, i] -= self.dos[j] * R0 * b
            L[j, i] += self.dos[i] * R1 * b
            L[j, j] -= self.dos[i] * R0 * a
        return L

    def mobility(self):
        f = fermi(self.energy, mu, temp)
        f1 = np.linalg.solve(self.odd_matrix(f),
                             -self.speed * f * (1 - f) / temp)
        value = 0.5 * np.sum(self.dos * self.speed * f1) / np.sum(self.dos * f)
        return value * MOBILITY_UNIT, f1


grid = CollisionGrid([(steps, screened)])
E, D = grid.energy, grid.dos
f_eq = fermi(E, mu, temp)
rng = np.random.default_rng(7)

# ---- coupling strength against a numerical solution of the layered stack ----


def induced_potential(q, eps_inter, eps_high):
    """Potential at the electron sheet from the polarised layers above it."""
    x = np.exp(-q * layer)
    s = 2 * np.pi / (q * eps_si) * np.exp(-q * centroid)
    matrix = [[1, -1, -x, 0], [eps_si, eps_inter, -eps_inter * x, 0],
              [0, x, 1, -1], [0, -eps_inter * x, eps_inter, eps_high]]
    return np.linalg.solve(matrix, [-s, eps_si * s, 0, 0])[0] * np.exp(-q * centroid)


def eps_soft(nu):
    return eps_mid + (eps_static - eps_mid) * to_soft ** 2 / (to_soft ** 2 - nu ** 2)


for q in (0.01, 0.03, 0.08):
    for nu in (0.0, 0.5 * to_soft, 2.3 * to_soft):
        response = (induced_potential(q, eps_si, eps_soft(nu))
                    - induced_potential(q, eps_si, eps_mid))
        mediated = bare(q) * 2 * phonon / (nu ** 2 - phonon ** 2)
        assert abs(response / mediated - 1) < 1e-8

# ---- transition rates against a Cartesian golden-rule integral ----
E_from = 3.3 * phonon
E_to = E_from + phonon
k_from, k_to = float(wavenumber(E_from)), float(wavenumber(E_to))
axis = np.linspace(-1.3 * k_to, 1.3 * k_to, 1601)
kx, ky = np.meshgrid(axis, axis)
width = 0.03 * phonon
shell = (np.exp(-0.5 * ((energy_of(np.hypot(kx, ky)) - E_to) / width) ** 2)
         / (width * math.sqrt(2 * np.pi)))
integrand = (2 * np.pi * screened(np.hypot(kx - k_from, ky) + 1e-12) * shell
             * (axis[1] - axis[0]) ** 2 / (2 * np.pi) ** 2)
rate_errors = []
for order, weight in ((0, 1.0), (1, kx / (np.hypot(kx, ky) + 1e-12))):
    direct = np.sum(integrand * weight)
    reduced = dos_of(E_to) * angular_average(
        screened, np.array([E_from]), np.array([E_to]), order)[0]
    rate_errors.append(abs(direct / reduced - 1))
assert max(rate_errors) < 5e-3      # finite width of the energy delta function
del kx, ky, shell, integrand

# ---- conservation, stationarity, free energy, Euler bound ----
bound = grid.rate_bound()
dt = 1 / bound.max()
number_error = free_energy_rate = 0.0
free_energy_rate = -np.inf
for _ in range(50):
    f = rng.uniform(0.001, 0.999, E.size)
    C = grid.collide(f)
    number_error = max(number_error, abs(np.sum(D * C)) / np.sum(D * abs(C)))
    free_energy_rate = max(free_energy_rate,
                           np.sum(D * C * (E + temp * np.log(f / (1 - f)))))
    for trial in (f, np.round(f)):
        new = trial + dt * grid.collide(trial)
        assert new.min() > -1e-13 and new.max() < 1 + 1e-13
assert number_error < 1e-13 and free_energy_rate < 0
single = np.zeros_like(E)
single[np.argmax(bound)] = 1.0
assert (single + 3 * dt * grid.collide(single)).min() < 0
stationary_error = 0.0
for level in (-3 * temp, mu, 6 * temp):
    residual = abs(grid.collide(fermi(E, level, temp))).max() * dt
    stationary_error = max(stationary_error, residual)
assert stationary_error < 1e-13
s, N, R0, _ = grid.links[0]
unblocked = np.zeros_like(E)
flux = D[:-s] * D[s:] * R0 * ((N + 1) * f_eq[s:] - N * f_eq[:-s])
unblocked[:-s] += flux
unblocked[s:] -= flux
unblocked_error = abs(unblocked / D).max() * dt
assert unblocked_error > 1e-3

# ---- separate angle-resolved operator ----
kernel_hat = np.fft.fft(2 * np.pi * screened(transfer(E[:-s], E[s:])) / N_ANGLE,
                        axis=1)


def collide_polar(f):
    def spread(g):
        return np.fft.ifft(kernel_hat * np.fft.fft(g, axis=1), axis=1).real
    low, up = f[:-s], f[s:]
    out = np.zeros_like(f)
    out[:-s] += D[s:, None] * ((N + 1) * (1 - low) * spread(up)
                               - N * low * spread(1 - up))
    out[s:] += D[:-s, None] * (N * (1 - up) * spread(low)
                               - (N + 1) * up * spread(1 - low))
    return out


f_polar = rng.uniform(0, 1, (E.size, N_ANGLE))
C_polar = collide_polar(f_polar)
polar_number_error = (abs(np.sum(D[:, None] * C_polar))
                      / np.sum(D[:, None] * abs(C_polar)))
assert polar_number_error < 1e-12
ones = np.ones((1, N_ANGLE))
assert abs(collide_polar(f_eq[:, None] * ones)).max() * dt < 1e-12
f = rng.uniform(0, 1, E.size)
assert abs(collide_polar(f[:, None] * ones)
           - grid.collide(f)[:, None]).max() * dt < 1e-12

# ---- mobility equation checked in momentum space ----
mobility, f1 = grid.mobility()
small = 1e-5
wave = small * f1[:, None] * np.cos(THETA)
collision_side = (collide_polar(f_eq[:, None] + wave)
                  - collide_polar(f_eq[:, None] - wave)) / (2 * small)
px = wavenumber(E)[:, None] * np.cos(THETA)
py = wavenumber(E)[:, None] * np.sin(THETA)
dk = 1e-5
field_side = (fermi(energy_of(np.hypot(px + dk, py)), mu, temp)
              - fermi(energy_of(np.hypot(px - dk, py)), mu, temp)) / (2 * dk)
assert abs(collision_side - field_side).max() < 1e-5 * abs(field_side).max()
current = np.sum(D[:, None] * grid.speed[:, None] * np.cos(THETA) * wave) / small
assert abs(current / (N_ANGLE * np.sum(D * f_eq)) * MOBILITY_UNIT / mobility - 1) < 1e-10
mobility_fine = CollisionGrid([(2 * steps, screened)], 2 * steps).mobility()[0]
assert abs(mobility_fine / mobility - 1) < 0.01

# ---- interpolating gain-loss operator on two grids ----


def hot_distribution(energy, step):
    level = brentq(lambda x: degeneracy * step * np.sum(
        dos_of(energy) * fermi(energy, x, hot_temp)) - density,
        -20 * temp, 10 * temp)
    return fermi(energy, level, hot_temp)


def collide_interpolated(energy, step, f):
    result, gross = np.zeros_like(f), np.zeros_like(f)
    for sign, into, away in ((1, N + 1, N), (-1, N, N + 1)):
        partner = energy + sign * phonon
        valid = (partner > 0) & (partner < energy[-1] + 0.5 * step)
        partner = np.where(valid, partner, energy + phonon)
        fp = np.interp(partner, energy, f)
        w = valid * dos_of(partner) * angular_average(screened, energy, partner, 0)
        result += w * (into * fp * (1 - f) - away * f * (1 - fp))
        gross += w * away * f * (1 - fp)
    return result, gross


f_hot = hot_distribution(E, grid.step)
same, _ = collide_interpolated(E, grid.step, f_hot)
assert abs(same - grid.collide(f_hot)).max() * dt < 1e-12
bad_ratio = 7.3
bad_step = phonon / bad_ratio
bad_E = (np.arange(int(60 * bad_ratio)) + 0.5) * bad_step
bad_f = hot_distribution(bad_E, bad_step)
bad_C, bad_gross = collide_interpolated(bad_E, bad_step, bad_f)
bad_drift = np.sum(dos_of(bad_E) * bad_C) / np.sum(dos_of(bad_E) * bad_gross)
bad_per_ps = (np.sum(dos_of(bad_E) * bad_C) / np.sum(dos_of(bad_E) * bad_f)
              / TIME_PS)
bad_eq, _ = collide_interpolated(bad_E, bad_step, fermi(bad_E, mu, temp))
bad_stationary = abs(bad_eq).max() * dt
assert abs(bad_drift) > 1e-5 and bad_stationary > 1e-6

# ---- number of independent ladders from the linearised operator ----


def relaxation_rates(g):
    f = fermi(g.energy, mu, temp)
    unit = np.eye(f.size)
    J = np.array([(g.collide(f + e) - g.collide(f - e)) / 2 for e in unit]).T
    scale = np.sqrt(g.dos / (f * (1 - f)))
    S = scale[:, None] * J / scale[None, :]
    assert abs(S - S.T).max() < 1e-9 * abs(S).max()
    return np.sort(-np.linalg.eigvalsh((S + S.T) / 2))


def count_zero(rates):
    return int(np.sum(abs(rates) < 1e-10 * rates[-1]))


rates = relaxation_rates(grid)
ladders = count_zero(rates)
assert ladders == steps and rates[0] > -1e-10 * rates[-1]
slowest_ps = TIME_PS / rates[ladders]
shift2 = round(phonon2 / grid.step)
two_mode = CollisionGrid([(steps, screened), (shift2, screened2)])
ladders_two = count_zero(relaxation_rates(two_mode))
assert ladders_two == math.gcd(steps, shift2)
odd_shift = 3 * steps + 1
ladders_odd = count_zero(relaxation_rates(
    CollisionGrid([(steps, screened), (odd_shift, screened2)])))
assert ladders_odd == math.gcd(steps, odd_shift)

# ---- relaxation of a hot distribution and its predicted end state ----
predicted, ladder_mu = np.empty_like(E), []
for r in range(steps):
    target = np.sum(D[r::steps] * f_hot[r::steps])
    level = brentq(lambda x: np.sum(D[r::steps] * fermi(E[r::steps], x, temp))
                   - target, -20 * temp, 20 * temp, xtol=1e-15)
    ladder_mu.append(level)
    predicted[r::steps] = fermi(E[r::steps], level, temp)
f, energies = f_hot.copy(), []
for n_steps in range(1, 150001):
    energies.append(np.dot(D * E, f))
    change = dt * grid.collide(f)
    f = f + change
    if abs(change).max() < 1e-13:
        break
relax_number_error = abs(np.sum(D * f) / np.sum(D * f_hot) - 1)
end_error = abs(f - predicted).max()
assert relax_number_error < 1e-11 and end_error < 1e-8
excess = np.array(energies) - np.dot(D * E, predicted)
energy_time_ps = np.argmax(excess < excess[0] / math.e) * dt * TIME_PS
mean_hot = energies[0] / np.sum(D * f_hot) * HARTREE
mean_end = np.dot(D * E, f) / np.sum(D * f) * HARTREE
mu_spread = (max(ladder_mu) - min(ladder_mu)) * HARTREE
fermi_gap = abs(f - f_eq).max()
assert fermi_gap > 100 * end_error

# ---- sizes of neglected effects ----
q_typical = math.sqrt(wavenumber(temp) ** 2 + wavenumber(temp + phonon) ** 2)
q_list = np.geomspace(1e-3, 0.25, 70)


def polarizability(q, nu, eta=1e-5):
    n = 20000
    e = (np.arange(n) + 0.5) * 20 * temp / n
    b = np.sqrt(2 * mass * e) * q / mass
    total = 0
    for a in (q * q / (2 * mass) - nu - 1j * eta, q * q / (2 * mass) + nu + 1j * eta):
        total = total + 1 / (np.sqrt(a - b + 0j) * np.sqrt(a + b + 0j))
    return (degeneracy * mass / (2 * np.pi) * np.sum(fermi(e, mu, temp) * total)
            * 20 * temp / n)


static_limit = degeneracy * mass / (2 * np.pi) * fermi(0.0, mu, temp)
assert abs(polarizability(0.01, 0.0).real / static_limit - 1) < 0.03


def layered_mode(q):
    """Phonon energy and strength ratio with the interlayer permittivity."""
    nu = 0.5 * to_soft
    fast = induced_potential(q, eps_layer, eps_mid)
    static = induced_potential(q, eps_layer, eps_static) - fast
    r = (induced_potential(q, eps_layer, eps_soft(nu)) - fast) / static
    omega = nu * math.sqrt(r / (r - 1))
    return omega, -static * omega / 2 / bare(q)


dynamic_ratio = np.array([
    (1 + q_screen / q) ** 2
    / abs(1 + 2 * np.pi / (q * eps_si) * polarizability(q, phonon)) ** 2
    for q in q_list])
layer_ratio = np.array([layered_mode(q)[1] for q in q_list])
fh = 3 / centroid


def mobility_with(strength):
    return CollisionGrid([(steps, strength)]).mobility()[0]


mob_bare = mobility_with(bare)
mob_dynamic = mobility_with(
    lambda q: screened(q) * np.interp(q, q_list, dynamic_ratio))
mob_layer = mobility_with(
    lambda q: screened(q) * np.interp(q, q_list, layer_ratio))
mob_thick = mobility_with(
    lambda q: screened(q) * (fh / (fh + q)) ** 6 * np.exp(2 * q * centroid))
mob_two = two_mode.mobility()[0]
index = np.argmin(abs(E - temp))
out_rate = -grid.odd_matrix(f_eq)[index, index]

surface_field = 4 * np.pi * density / eps_si
zeros = -ai_zeros(2)[0]


def airy_level(mz, n):
    return ((surface_field / 2) ** 2 / (2 * mz)) ** (1 / 3) * zeros[n]


ground = airy_level(mass_long, 0)
subbands = [(0.0, 4 * mass),
            (airy_level(mass_long, 1) - ground, 4 * mass),
            (airy_level(mass, 0) - ground, 8 * math.sqrt(mass * mass_long))]


def populations(level):
    return np.array([w / (2 * np.pi) * temp * np.logaddexp(0, (level - e) / temp)
                     for e, w in subbands])


level = brentq(lambda x: populations(x).sum() - density, -20 * temp, 20 * temp)
lowest_share = populations(level)[0] / density


def show(label, value, unit='', form='.4g'):
    print(f'{label}: {value:{form}} {unit}'.rstrip())


show('in-plane mass', mass, 'electron masses')
show('nonparabolicity', alpha_ev, '1/eV')
show('spin-valley degeneracy', degeneracy)
show('bath temperature', bath_K, 'K')
show('sheet density', density_cm2, 'cm^-2')
print(f'permittivities Si, interlayer: {eps_si}, {eps_layer}')
print(f'high-k permittivity static, middle, fast: {eps_static}, {eps_mid}, {eps_fast}')
print(f'transverse phonons soft, hard: {to_soft*HARTREE:.4f}, {to_hard*HARTREE:.4f} eV')
print(f'centroid depth, interlayer: {centroid*BOHR_NM:.2f}, {layer*BOHR_NM:.2f} nm')
show('interface phonon energy', phonon * HARTREE, 'eV', '.5f')
show('coupling difference Delta', delta, '', '.5f')
show('phonon occupation N', N, '', '.4f')
show('thermal energy', temp * HARTREE, 'eV', '.5f')
show('chemical potential', mu * HARTREE, 'eV', '.5f')
show('screening wavenumber', q_screen / BOHR_NM, '1/nm')
show('typical momentum transfer', q_typical / BOHR_NM, '1/nm')
print(f'grid: {steps} steps per phonon, {E.size} levels, step {grid.step*HARTREE:.6f} eV')
show('golden-rule check, largest relative error', max(rate_errors), '', '.1e')
show('number error, random f (relative)', number_error, '', '.1e')
show('number error, angle-resolved (relative)', polar_number_error, '', '.1e')
show('Fermi-Dirac residual / largest rate', stationary_error, '', '.1e')
show('same residual without Pauli blocking', unblocked_error, '', '.2e')
show('incommensurate grid, steps per phonon', bad_ratio)
show('incommensurate number drift / gross scattering', bad_drift, '', '.2e')
show('incommensurate number drift, fraction', bad_per_ps, '1/ps', '.2e')
show('incommensurate Fermi-Dirac residual', bad_stationary, '', '.2e')
show('ladders, one mode', ladders)
print(f'ladders, second shift {shift2}: {ladders_two}; second shift {odd_shift}: {ladders_odd}')
show('slowest relaxation time', slowest_ps, 'ps')
show('safe Euler step', dt * TIME_PS, 'ps')
show('hot start temperature', hot_K, 'K')
print(f'mean energy start, end: {mean_hot:.5f}, {mean_end:.5f} eV')
show('Euler steps taken', n_steps, '', 'd')
show('number error after relaxation (relative)', relax_number_error, '', '.1e')
show('end state minus ladder prediction, largest', end_error, '', '.1e')
show('end state minus single Fermi-Dirac, largest', fermi_gap, '', '.4f')
show('spread of ladder chemical potentials', mu_spread, 'eV', '.5f')
show('energy relaxation time (1/e)', energy_time_ps, 'ps')
show('mobility, one screened mode', mobility, 'cm2/Vs', '.1f')
show('mobility, grid step halved', mobility_fine, 'cm2/Vs', '.1f')
show('mobility, no screening', mob_bare, 'cm2/Vs', '.1f')
show('mobility, dynamic screening', mob_dynamic, 'cm2/Vs', '.1f')
show('mobility, finite channel thickness', mob_thick, 'cm2/Vs', '.1f')
show('mobility, interlayer permittivity in coupling', mob_layer, 'cm2/Vs', '.1f')
show('mobility, second polar mode added', mob_two, 'cm2/Vs', '.1f')
show('second phonon energy / first', phonon2 / phonon, '', '.4f')
show('phonon energy with interlayer, typical q', layered_mode(q_typical)[0] * HARTREE, 'eV', '.5f')
show('out-scattering rate near thermal energy', out_rate / TIME_PS, '1/ps')
show('level broadening (hbar times that rate)', out_rate * HARTREE, 'eV', '.5f')
show('silicon surface field', surface_field * FIELD_MV_CM, 'MV/cm', '.3f')
show('interlayer field', surface_field * eps_si / eps_layer * FIELD_MV_CM, 'MV/cm', '.3f')
show('share of electrons in lowest subband (Airy estimate)', lowest_share, '', '.3f')
print('checks complete')
```

Running it gives:

```
in-plane mass: 0.19 electron masses
nonparabolicity: 0.5 1/eV
spin-valley degeneracy: 4
bath temperature: 300 K
sheet density: 5e+12 cm^-2
permittivities Si, interlayer: 11.7, 3.9
high-k permittivity static, middle, fast: 22.0, 6.6, 5.0
transverse phonons soft, hard: 0.0125, 0.0480 eV
centroid depth, interlayer: 1.20, 1.00 nm
interface phonon energy: 0.01696 eV
coupling difference Delta: 0.02497
phonon occupation N: 1.0783
thermal energy: 0.02585 eV
chemical potential: 0.02093 eV
screening wavenumber: 0.8869 1/nm
typical momentum transfer: 0.5905 1/nm
grid: 8 steps per phonon, 240 levels, step 0.002120 eV
golden-rule check, largest relative error: 5.6e-05
number error, random f (relative): 1.4e-17
number error, angle-resolved (relative): 1.1e-17
Fermi-Dirac residual / largest rate: 8.6e-17
same residual without Pauli blocking: 1.07e-01
incommensurate grid, steps per phonon: 7.3
incommensurate number drift / gross scattering: -3.05e-03
incommensurate number drift, fraction: -2.47e-03 1/ps
incommensurate Fermi-Dirac residual: 2.77e-03
ladders, one mode: 8
ladders, second shift 24: 8; second shift 25: 1
slowest relaxation time: 35.9 ps
safe Euler step: 0.3588 ps
hot start temperature: 600 K
mean energy start, end: 0.06248, 0.03544 eV
Euler steps taken: 2163
number error after relaxation (relative): 4.4e-16
end state minus ladder prediction, largest: 9.8e-12
end state minus single Fermi-Dirac, largest: 0.0261
spread of ladder chemical potentials: 0.00526 eV
energy relaxation time (1/e): 20.09 ps
mobility, one screened mode: 30536.9 cm2/Vs
mobility, grid step halved: 30537.0 cm2/Vs
mobility, no screening: 2640.4 cm2/Vs
mobility, dynamic screening: 21319.7 cm2/Vs
mobility, finite channel thickness: 24564.0 cm2/Vs
mobility, interlayer permittivity in coupling: 40592.8 cm2/Vs
mobility, second polar mode added: 23194.5 cm2/Vs
second phonon energy / first: 2.9622
phonon energy with interlayer, typical q: 0.01893 eV
out-scattering rate near thermal energy: 1.552 1/ps
level broadening (hbar times that rate): 0.00102 eV
silicon surface field: 0.773 MV/cm
interlayer field: 2.320 MV/cm
share of electrons in lowest subband (Airy estimate): 0.615
checks complete
```
